\section*{Adsorption Uptake with Site Blocking and a Coverage-Dependent Barrier}

\section{Result and conditions}

Let $x$ be the coverage of a surface divided by its saturation value, so that $0\le x<1$ during uptake. If
\begin{equation}
\frac{dx}{dt}=k(1-x)e^{-gx},\qquad x(0)=0, \label{rate}
\end{equation}
with constant $k>0$ and $g>0$, the time $t$ needed to reach coverage $x$ follows from
\begin{equation}
kt=F(x)\equiv e^{g}\left[E_1\bigl(g(1-x)\bigr)-E_1(g)\right],
\qquad E_1(z)=\int_z^\infty\frac{e^{-s}}{s}\,ds. \label{main}
\end{equation}
The product $kt$ is a dimensionless exposure. The dose in pressure times time is $pt$.

Equation \eqref{main} is an exact integral of \eqref{rate}, but \eqref{rate} is itself a mean-field model: the barrier felt by an arriving molecule depends on the average coverage and not on the neighbours of the site it meets. With the parameters chosen below, this assumption matters far more than reversible desorption or gas depletion; the ranking against desorption depends on the chosen desorption barrier and is lost if that barrier is lower by less than 0.2~eV.

\section{Origin of the rate law}

Gas molecules of mass $m$ at pressure $p$ and temperature $T$ have number density $n=p/(k_BT)$. The flux onto a surface is the integral of the inward normal velocity $v$ over the Maxwell distribution:
\begin{align}
\Phi&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}\nonumber\\
&=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{align}

Let $N$ be the number of sites per area and $s_0$ the reaction probability per impact on the empty surface. Each reaction fills one site, and a molecule that meets a filled site does not react. This is site blocking, and it gives the factor $1-x$. Let the reaction barrier also rise linearly with coverage, from $E_0$ to $E_0+w$, while the prefactor stays constant. The reaction probability on an empty site is then $s_0e^{-wx/(k_BT)}$. Counting filled sites per area,
\begin{equation}
N\frac{dx}{dt}=s_0\Phi(1-x)e^{-wx/(k_BT)},
\qquad k=\frac{s_0\Phi}{N},\qquad g=\frac{w}{k_BT}.
\end{equation}
This is \eqref{rate}. Constant $k$ and $g$ require constant pressure and temperature, and the absence of a loss term means that uptake is irreversible.

\section{Integration}

The right side of \eqref{rate} is positive for $x<1$, so the variables can be separated:
\begin{equation}
kt=\int_0^x\frac{e^{gy}}{1-y}\,dy. \label{quad}
\end{equation}
Set $v=1-y$. Then $dy=-dv$, and the limits $y=0,x$ become $v=1,1-x$. The minus sign reverses the limits:
\begin{equation}
kt=\int_{1-x}^{1}\frac{e^{g(1-v)}}{v}\,dv
=e^g\int_{1-x}^{1}\frac{e^{-gv}}{v}\,dv. \label{vint}
\end{equation}
With $s=gv$, $dv/v=ds/s$, so the last integral runs from $s=g(1-x)$ to $s=g$. It is the difference of two integrals that extend to infinity, which gives \eqref{main}.

The integrand in \eqref{quad} is positive and its integral diverges at $x=1$. Hence $F$ rises from zero to infinity, every finite $t\ge0$ has one coverage $x<1$, and saturation is approached but not reached. If the surface starts at coverage $x_0$, the lower limit in \eqref{quad} is $x_0$ and $kt=F(x)-F(x_0)$.

Numerical integration of \eqref{rate} was compared with \eqref{main} for $g=0.3$, $4.1151$ and $9$, over exposures from $0.1$ to $4$, $100$ and $3000$ respectively. The largest relative difference in exposure was $6.7\times10^{-12}$.

\section{A form for either sign of $g$}

For $g<0$, where adsorbed molecules help further adsorption, the arguments of $E_1$ in \eqref{main} are negative and lie on its branch cut. The integral \eqref{vint} remains regular. Write $u=1-x$ for the empty fraction and split off the singular part of the integrand:
\begin{equation}
\int_u^1\frac{e^{-gv}}{v}\,dv=\int_u^1\frac{dv}{v}-\int_u^1\frac{1-e^{-gv}}{v}\,dv .
\end{equation}
The first term is $-\ln u$. The second is expressed through
\begin{equation}
\operatorname{Ein}(z)=\int_0^z\frac{1-e^{-s}}{s}\,ds ,
\end{equation}
whose integrand is finite at $s=0$. With $s=gv$ the second integral is $\operatorname{Ein}(g)-\operatorname{Ein}(gu)$, so
\begin{equation}
F=e^g\left[-\ln u+\operatorname{Ein}(gu)-\operatorname{Ein}(g)\right]. \label{einform}
\end{equation}
This holds for every real $g$. At $g=0$ it becomes the Langmuir law $kt=-\ln(1-x)$. For $g>0$, comparison with \eqref{main} in the limit $u\to0$, where $E_1(gu)=-\gamma-\ln(gu)+O(gu)$, gives
\begin{equation}
\operatorname{Ein}(g)=E_1(g)+\ln g+\gamma, \label{einE}
\end{equation}
with $\gamma$ Euler's constant.

\section{Early and late uptake}

\subsection{Relation to the Elovich law}

Dropping $1-x$ from \eqref{rate} gives the Elovich law, with exposure
\begin{equation}
F_E(x)=\int_0^xe^{gy}\,dy=\frac{e^{gx}-1}{g},
\qquad x_E=\frac{\ln(1+gkt)}{g}.
\end{equation}
For $0\le y\le x$ we have $1\le1/(1-y)\le1/(1-x)$. Multiplying by $e^{gy}$ and integrating,
\begin{equation}
F_E(x)\le F(x)\le\frac{F_E(x)}{1-x}. \label{bounds}
\end{equation}
The Elovich time is therefore a lower bound, and its relative shortfall, referred to the true time, is at most $x$. It is a good approximation for $x\ll1$. The Elovich law has no saturation: it passes $x=1$ at the finite exposure $(e^g-1)/g$.

\subsection{Exponential tail}

Setting $F=kt$ in \eqref{einform} and solving for the logarithm,
\begin{equation}
\ln u=-kte^{-g}-\operatorname{Ein}(g)+\operatorname{Ein}(gu). \label{logu}
\end{equation}
For small $z$, $(1-e^{-s})/s=1-s/2+\dots$ gives $\operatorname{Ein}(z)=z-z^2/4+\dots$. When $gu\ll1$ the last term in \eqref{logu} can be dropped:
\begin{equation}
1-x\simeq e^{-\operatorname{Ein}(g)}\exp\left(-kte^{-g}\right). \label{tail}
\end{equation}
The dropped term multiplies the empty fraction by $e^{\operatorname{Ein}(gu)}\simeq1+gu$, so the relative correction is $gu$ to leading order. The last sites fill at the rate $ke^{-g}$, because each of them faces nearly the full barrier rise $w$. The prefactor $e^{-\operatorname{Ein}(g)}$ is less than one for $g>0$: it records the faster uptake at lower coverage.

\section{Reading $g$ from a logarithmic plot}

The Elovich law gives $dx_E/d\ln t=kt/(1+gkt)$, which tends to $1/g$ when $gkt\gg1$. This suggests plotting coverage against $\ln t$ and taking the inverse slope as $g$. With site blocking retained, the slope is
\begin{equation}
S=\frac{dx}{d\ln t}=t\frac{dx}{dt}=F(x)(1-x)e^{-gx}.
\end{equation}
The upper bound in \eqref{bounds} gives
\begin{equation}
S\le F_E(x)e^{-gx}=\frac{1-e^{-gx}}{g}<\frac1g .
\end{equation}
Within this model the inverse of the steepest slope thus overestimates $g$. Fitting \eqref{main} to the whole curve, with $k$, $g$ and the saturation coverage as parameters, avoids this bias if the data obey \eqref{rate} and extend close to saturation. Data that stop well short of saturation fix $g$ and the saturation coverage only loosely, since the two can compensate each other.

\section{Numerical evaluation}

For large $g$, the factor $e^g$ may overflow while $E_1$ underflows. With the scaled function $G(z)=e^zE_1(z)$, the first term of \eqref{main} is
\begin{equation}
e^gE_1(gu)=e^{g-gu}\,e^{gu}E_1(gu)=e^{gx}G(gu),
\end{equation}
so that $F=e^{gx}G(gu)-G(g)$. For very small $x$ the two terms nearly cancel. Expanding the integrand of \eqref{quad} as $1+(1+g)y+O(y^2)$ gives the replacement
\begin{equation}
F(x)=x+\tfrac12(1+g)x^2+O(x^3).
\end{equation}

To obtain coverage from time, solve for $q=\ln u$, which keeps precision near saturation. From \eqref{quad}, $dF/dx=e^{gx}/u$, and $x=1-e^q$ gives $dx/dq=-u$. Hence
\begin{equation}
\frac{dF}{dq}=-e^{g(1-u)},\qquad
\frac{d^2F}{dq^2}=gu\,e^{g(1-u)}>0 .
\end{equation}
For $g>0$, which is assumed in the rest of this section, $F$ is a decreasing, convex function of $q$. Newton's method started on the side where $F\ge kt$ therefore approaches the root from that side without overshoot. The tail formula supplies such a start:
\begin{equation}
q_0=-kte^{-g}-\operatorname{Ein}(g),\qquad
q_{i+1}=q_i+\left[F(q_i)-kt\right]e^{-g(1-u_i)},
\end{equation}
with $u_i=e^{q_i}$ and $\operatorname{Ein}(g)$ from \eqref{einE}. Indeed, \eqref{einform} gives $F(q_0)=kt+e^g\operatorname{Ein}(gu_0)>kt$. If $u_0$ is too small to be represented, $q_0$ itself is the answer to working precision. For the $g$ of the example below, fewer than ten steps suffice. For large $g$ the start lies near $x=1$ and the iteration needs roughly $g(1-x)$ steps to reach a coverage $x$. The step should then be written as $G(gu_i)-[G(g)+kt]\,e^{-g(1-u_i)}$, because $F(q_0)$ itself can overflow.

\section{Example: a water pulse in oxide deposition}

Consider the water step of a low-temperature thermal oxide deposition at $T=423$~K and $p=0.1$~Torr. The remaining parameters are round choices, meant as rough values for this regime: $N=5\ \mathrm{nm^{-2}}$, $s_0=10^{-4}$ and $w=0.15$~eV. The flux of water is $4.024\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$, so
\begin{align}
k&=\frac{10^{-4}\times4.024\times10^5}{5}\ \mathrm{s^{-1}}=8.048\ \mathrm{s^{-1}},\\
g&=\frac{0.15\ \mathrm{eV}}{0.03645\ \mathrm{eV}}=4.115,\qquad e^g=61.26 .
\end{align}
For 90\,\% coverage the arguments of $E_1$ are $0.1g$ and $g$:
\begin{align}
kt_{90}&=61.257\,(0.683476-0.003289)=41.67,\\
t_{90}&=\frac{41.67}{8.048\ \mathrm{s^{-1}}}=5.18\ \mathrm{s}.
\end{align}
The dose is $0.1\ \mathrm{Torr}\times5.18\ \mathrm{s}=0.52$~Torr\,s. The three laws, with the same $k$, give these times in seconds:
\begin{center}
\begin{tabular}{cccc}
$x$ & full law & Elovich & Langmuir\\
0.50 & 0.319 & 0.206 & 0.086\\
0.90 & 5.18 & 1.20 & 0.286\\
0.99 & 20.2 & 1.745 & 0.572
\end{tabular}
\end{center}
Neither simpler law is usable near saturation here. Langmuir uptake omits the rising barrier, and Elovich uptake omits the shortage of sites. The Elovich law passes full coverage at 1.82~s, and at the true 90\,\% time it gives the impossible coverage 1.25.

The tail has rate $ke^{-g}=0.131\ \mathrm{s^{-1}}$ and prefactor 0.136. For $x=0.99$, \eqref{tail} gives
\begin{equation}
t\simeq\frac{61.257\,(4.605-1.995)}{8.048\ \mathrm{s^{-1}}}=19.9\ \mathrm{s},
\end{equation}
about 1.5\,\% below the full result. The difference is the neglected time $e^g\operatorname{Ein}(gu)/k\simeq0.3$~s.

The greatest logarithmic slope is 0.164, at $x=0.50$, whereas $1/g=0.243$. Its inverse would give $g=6.1$ and a barrier rise of 0.22~eV instead of the 0.15~eV put in, an overestimate of nearly one half.

\section{Sensitivity and neglected effects}

\subsection{Barrier rise}

Differentiating \eqref{quad} with respect to $g$ at fixed $x$, and writing $y=1-(1-y)$,
\begin{equation}
\frac{\partial F}{\partial g}=\int_0^x\frac{y\,e^{gy}}{1-y}\,dy
=\int_0^x\frac{e^{gy}}{1-y}\,dy-\int_0^xe^{gy}\,dy=F-F_E .
\end{equation}
At $x=0.9$ the relative sensitivity is $1-F_E/F=1-1.195/5.177=0.77$ per unit of $g$. Raising $w$ by 0.01~eV raises $g$ by 0.27, which to first order lengthens $t_{90}$ by 21\,\%. Recomputing \eqref{main} at fixed $k$ gives 6.40~s, an increase of 24\,\%. A predicted pulse length is thus no better than the knowledge of $w$.

\subsection{Local correlations}

Suppose instead that the sites form a square lattice and that each occupied nearest neighbour adds $w/4$ to the barrier. An empty site with $j$ occupied neighbours then fills at the rate $ke^{-gj/4}$. A random simulation on three periodic lattices of $400\times400$ sites, with $k$ and $g$ unchanged, gives 0.31~s for half coverage and 9.5~s for 90\,\% coverage. The simulation advances in finite time steps, which shortens the times by about 1\,\%; without this step error they are about 0.315~s and 9.6~s, the latter about 85\,\% longer than \eqref{main}. The near agreement with the mean-field 0.32~s at half coverage is a crossing of the two curves: the lattice needs about 15\,\% less time to reach $x=0.3$ and about two thirds more to reach $x=0.7$. When the mean coverage replaces the local one in the exponent, the same simulation reproduces the closed-form 90\,\% exposure within 2.5\,\%, so the delay comes from the local barriers.

The sign of the change identifies its cause. Let angle brackets denote an average over the empty sites at a given coverage. Since the exponential is convex,
\begin{equation}
\left\langle e^{-gj/4}\right\rangle\ge e^{-g\langle j\rangle/4}. \label{jensen}
\end{equation}
If sites were filled at random, $\langle j\rangle$ would equal $4x$, and the lattice would fill at least as fast as the mean-field model. It takes longer to reach 90\,\% coverage, so over some range of coverage the left side of \eqref{jensen} lies below $e^{-gx}$. There \eqref{jensen} requires $\langle j\rangle>4x$: the remaining empty sites have more occupied neighbours than the average coverage implies. Sites with few occupied neighbours are taken first, and the slow ones are left.

\subsection{Desorption}

Suppose that an adsorbed molecule can leave and free its site for another one. This adds a loss $-k_dx$ to \eqref{rate}. At steady state,
\begin{equation}
ku\,e^{-g(1-u)}=k_d(1-u),\qquad
u\simeq\frac{k_d}{k}e^g\quad(u\ll1,\ gu\ll1).
\end{equation}
A chosen desorption barrier of 1.4~eV, independent of coverage, and a prefactor of $10^{13}\ \mathrm{s^{-1}}$ give $k_d=2.1\times10^{-4}\ \mathrm{s^{-1}}$. The steady empty fraction is 0.16\,\%, and the time to 90\,\% grows by 0.4\,\%. This depends steeply on the chosen barrier: at 1.30~eV the time grows by about 7\,\%, at 1.25~eV by about 40\,\%, and below 1.23~eV the loss balances the uptake before 90\,\% coverage is reached. The factor $e^g$ shows why a loss that is negligible against $k$ can still limit the final coverage when $g$ is large. The estimate is for reversible adsorption with the $k$ and $g$ of the example. In the water step itself a surface ligand is replaced and leaves as gas, so loss of the new hydroxyl group does not restore the original site, and this loss term does not describe it.

\subsection{Gas depletion}

Let the gas above the surface be well mixed in a gap of height $h$, with residence time $\tau$, and let $P$ be the water pressure divided by its inlet value. The gas holds $nh$ molecules per area at $P=1$. Material balance and uptake read
\begin{equation}
\frac{dP}{dt}=\frac{1-P}{\tau}-\frac{N}{nh}\frac{dx}{dt},
\qquad \frac{dx}{dt}=kP(1-x)e^{-gx}.
\end{equation}
The second equation integrates to $k\int_0^tP\,dt'=F(x)$. Integrating the first from $P(0)=1$ and $x(0)=0$,
\begin{equation}
P(t)-1=\frac1\tau\left[t-\frac{F(x)}{k}\right]-\frac{Nx}{nh},
\end{equation}
and solving for the time,
\begin{equation}
t=\frac{F(x)}{k}+\frac{\tau Nx}{nh}-\tau\left[1-P(t)\right].
\end{equation}
Once the pressure has recovered, the last term is negligible and depletion adds the delay $\tau Nx/(nh)$. For $h=10$~mm and $\tau=50$~ms the gas holds 22.8 molecules per $\mathrm{nm^2}$, and the delay at $x=0.9$ is $50\ \mathrm{ms}\times5\times0.9/22.8=9.9$~ms. Numerical integration of the coupled equations gives 9.85~ms. This is 0.2\,\% of $t_{90}$, for a single flat surface facing a gap that already holds the inlet pressure. If the pulse enters an empty gap, $P(0)=0$, the same integration adds one residence time $\tau$, and the delay is about 60~ms, or 1.2\,\%.

\section{Relation to a real deposition step}

The temperature and pressure lie in the ordinary range of thermal atomic layer deposition with water, for example of aluminium oxide, and a few reactive sites per $\mathrm{nm^2}$ is a typical order of magnitude. The values of $s_0$ and $w$ are much less certain, since they depend on the precursor, the temperature and the state of the surface. The resulting 5~s is long beside the sub-second pulses often used on flat wafers, so the example represents a slow, strongly self-hindered reaction. Real surfaces can break the mean-field assumption, because a reaction may depend on the groups next to it. In the lattice model above this raises the 90\,\% dose from 0.52 to about 0.96~Torr\,s; another neighbour law would give another factor. Physisorbed water, curvature of the barrier with coverage, and transport into narrow features are omitted and have not been sized. A pulse length taken from \eqref{main} should therefore be used only for a flat surface at constant pressure and temperature, and only if the law with fitted $k$ and $g$ reproduces measured uptake up to the coverage required. Where local barriers matter, even the best fit may miss the measured times, and it should not be extended to higher coverage. A fit to the lattice curve, for example, returns $g$ between 5 and 6 instead of 4.1 and a half-coverage time more than 10\,\% too long. The computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature = 423 K
water pressure = 0.1 Torr
site density N = 5.0 nm^-2
initial reaction probability s0 = 1e-04
barrier rise w = 0.15 eV
kB T = 0.03645 eV
flux = 4.024e+05 nm^-2 s^-1
k = 8.048 s^-1
g = 4.1151
exp(g) = 61.257
E1(g) = 0.003289
E1(0.1 g) = 0.683476
largest relative error, closed form vs ODE = 6.7e-12
x=0.5: kt full = 2.566
x=0.5: t full = 0.319 s
x=0.5: t Elovich = 0.206 s
x=0.5: t Langmuir = 0.086 s
x=0.9: kt full = 41.666
x=0.9: t full = 5.177 s
x=0.9: t Elovich = 1.195 s
x=0.9: t Langmuir = 0.286 s
x=0.99: kt full = 162.376
x=0.99: t full = 20.176 s
x=0.99: t Elovich = 1.745 s
x=0.99: t Langmuir = 0.572 s
dose for x=0.9 = 0.518 Torr s
Elovich law passes x=1 at 1.819 s
Elovich x at true 90% time = 1.252
Ein(g) = 1.9952
tail prefactor exp(-Ein(g)) = 0.1360
tail rate k exp(-g) = 0.1314 s^-1
x=0.99: t from tail formula = 19.866 s
greatest dx/dln t = 0.1639 at x = 0.497
1/g = 0.2430
apparent g from greatest slope = 6.101
apparent w from greatest slope = 0.222 eV
lattice, local barriers: t(x=0.5) = 0.31 s
lattice, local barriers: t(x=0.9) = 9.5 s
lattice change of t(x=0.9) = 83 %
desorption barrier = 1.4 eV
desorption prefactor = 1e+13 s^-1
desorption rate kd = 2.09e-04 s^-1
steady empty fraction = 0.16 %
desorption change of t90 = 0.39 %
gas gap = 10 mm, residence = 50 ms
gas molecules above surface = 22.8 nm^-2
depletion delay, formula = 9.86 ms
depletion delay, coupled ODE = 9.85 ms
t90 for w larger by 0.01 eV = 6.398 s
\end{verbatim}
